# High-spin ROHF: orbital gradient and Roothaan's effective Fock matrix

## 1. Three electrons in two orbitals

Take two real orthonormal orbitals $\phi_1,\phi_2$ and three electrons. Orbital $\phi_1$ holds an $\alpha$ and a $\beta$ electron; $\phi_2$ holds one $\alpha$ electron. Which matrix element must vanish when the energy is stationary?

Rotate the orbitals by a small angle $\theta$, so that $\phi_1\to\phi_1+\theta\phi_2$ and $\phi_2\to\phi_2-\theta\phi_1$. The two $\alpha$ electrons fill the whole space, so their density matrix does not change. Only the $\beta$ electron notices the rotation. It has no other $\beta$ electron to exchange with, so its energy is

$$\langle\phi_1|h+J^\alpha|\phi_1\rangle ,$$

where $h$ is the one-electron Hamiltonian and $J^\alpha$ the Coulomb repulsion of the fixed $\alpha$ density. To first order in $\theta$ this changes by $2\theta\langle\phi_2|h+J^\alpha|\phi_1\rangle$.

The $\beta$ Fock operator also contains the Coulomb and exchange terms of the $\beta$ electron itself, but these cancel when it acts on $\phi_1$. Therefore

$$\frac{dE}{d\theta}=2F^\beta_{21}.$$

The element $F^\alpha_{21}$ does not enter and need not vanish. With virtual orbitals present, other pairs of orbitals obey other conditions, and the task is to put all of them into one matrix.

## 2. Determinant and energy

There are $n_c$ closed orbitals, labelled $i$, each holding an $\alpha$ and a $\beta$ electron; $n_o$ open orbitals, labelled $t$, each holding one $\alpha$ electron; and empty virtual orbitals, labelled $a$. All are real. Their coefficients in a basis with overlap matrix $S$ are the columns of $C$, with $C^TSC=1$. Let $C_c$ and $C_o$ be the closed and open columns and define

$$D_c=C_cC_c^T,\quad D_o=C_oC_o^T,\quad P^\alpha=D_c+D_o,\quad P^\beta=D_c,\quad P=P^\alpha+P^\beta .$$

This determinant has a definite spin. Use $\hat S^2=\hat S_-\hat S_++\hat S_z(\hat S_z+\hbar)$. The operator $\hat S_+$ turns a $\beta$ electron into an $\alpha$ electron in the same spatial orbital, but every orbital with a $\beta$ electron already has its $\alpha$ electron. Hence $\hat S_+$ gives zero, and $\langle \hat S^2\rangle=\hbar^2\frac{n_o}{2}\left(\frac{n_o}{2}+1\right)$.

The matrix $h$ represents $-\hbar^2\nabla^2/2m_e$ plus the attraction to the nuclei. The integrals $(\mu\nu|\lambda\sigma)$ are the repulsion, with factor $e^2/4\pi\varepsilon_0$, between the charge distributions $\mu\nu$ and $\lambda\sigma$. Define

$$J[P]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)P_{\lambda\sigma},\qquad K[P]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\lambda|\sigma\nu)P_{\lambda\sigma}.$$

In a determinant every pair of electrons repels, and pairs of equal spin also have exchange. Up to the constant nuclear repulsion,

$$E=\mathrm{Tr}\,hP+\tfrac12\mathrm{Tr}\,PJ[P]-\tfrac12\sum_{s=\alpha,\beta}\mathrm{Tr}\,P^sK[P^s].$$

The factors $\frac12$ prevent double counting; the repulsion of an electron with itself cancels between the last two terms. With the spin Fock matrices

$$F^s=h+J[P]-K[P^s],$$

the difference between them is

$$F^\beta-F^\alpha=K[P^\alpha]-K[P^\beta]=K[D_o]. \tag{1}$$

## 3. First variation

The integrals are symmetric under exchange of the two electrons, so $\mathrm{Tr}\,AJ[B]=\mathrm{Tr}\,BJ[A]$ for symmetric $A,B$, and likewise for $K$. The variation of $\frac12\mathrm{Tr}\,PJ[P]$ therefore has two equal halves, which add to $\mathrm{Tr}\,J[P]\,\delta P$. The exchange terms behave in the same way, and

$$\delta E=\mathrm{Tr}\,F^\alpha\delta P^\alpha+\mathrm{Tr}\,F^\beta\delta P^\beta. \tag{2}$$

The two density variations are not independent, because both spins use the same orbitals. Write the change of orbitals as

$$C\to C\,e^{\kappa},\qquad \kappa^T=-\kappa .$$

Since $e^\kappa$ is orthogonal, the orbitals stay orthonormal. Let $n^s$ be the diagonal matrix of occupations, so that $P^s=Cn^sC^T$. To first order

$$\delta P^s=C(\kappa n^s+n^s\kappa^T)C^T=C(\kappa n^s-n^s\kappa)C^T .$$

The matrix in brackets has elements $\kappa_{pq}(n^s_q-n^s_p)$. Let $F^s_{pq}$ with orbital indices mean $(C^TF^sC)_{pq}$. Then (2) becomes

$$\delta E=\sum_s\sum_{pq}F^s_{pq}\,\kappa_{pq}(n^s_q-n^s_p).$$

Exchanging $p$ and $q$ changes the sign of both $\kappa_{pq}$ and the bracket, so each pair occurs twice with the same value. Counting it once, with $p$ in the higher shell (closed < open < virtual), gives

$$\delta E=\sum_{p>q}g_{pq}\kappa_{pq},\qquad g_{pq}=2\sum_s(n^s_q-n^s_p)F^s_{pq}. \tag{3}$$

## 4. The three gradient blocks

The occupations $(n^\alpha,n^\beta)$ are $(1,1)$ for closed, $(1,0)$ for open and $(0,0)$ for virtual orbitals.

- Closed-open, $p=t$, $q=i$: the differences $n_q-n_p$ are $0$ for $\alpha$ and $1$ for $\beta$.
- Closed-virtual, $p=a$, $q=i$: the differences are $1$ and $1$.
- Open-virtual, $p=a$, $q=t$: the differences are $1$ and $0$.

Equation (3) then gives

$$g_{ti}=2F^\beta_{ti},\qquad g_{ai}=2(F^\alpha_{ai}+F^\beta_{ai}),\qquad g_{at}=2F^\alpha_{at}. \tag{4}$$

Two orbitals of one shell have equal occupations, so their rotation has zero gradient. It leaves both densities unchanged at any angle.

Each block names the electrons that actually move. Mixing a closed with an open orbital changes only the $\beta$ density, as in Section 1. Mixing an open with a virtual orbital changes only the $\alpha$ density. Mixing a closed with a virtual orbital moves both electrons together, and only the sum of the two forces must vanish. At a stationary point (1) then gives

$$F^\beta_{ai}=-F^\alpha_{ai}=\tfrac12K[D_o]_{ai},$$

which is generally not zero. The exchange field of the open shell pulls the two spins in opposite directions, and the shared orbital prevents them from following. Unrestricted Hartree-Fock removes this constraint, in general at the price of a definite spin.

With no open shell, $F^\alpha=F^\beta=F$ and the remaining condition is $F_{ai}=0$. With no closed shell, the remaining condition is $F^\alpha_{at}=0$. The result does not cover open-shell singlets or other low-spin couplings, whose energy is not that of this determinant.

## 5. One effective matrix

Define a symmetric matrix $R$ in the orbital basis by

$$R_{ti}=F^\beta_{ti},\qquad R_{ai}=\tfrac12(F^\alpha+F^\beta)_{ai},\qquad R_{at}=F^\alpha_{at}. \tag{5}$$

Comparison with (4) gives $g_{pq}=w_{pq}R_{pq}$, with $w=2$ for closed-open, $4$ for closed-virtual and $2$ for open-virtual pairs. No weight is zero, so

$$\text{the energy is stationary}\iff R\ \text{is block diagonal in the three shells.}$$

The gradient says nothing about the blocks inside the shells. A common family of choices is

$$R_{kk}=(A_kF^\alpha+B_kF^\beta+s_k)_{kk},\qquad k=c,o,v, \tag{6}$$

with real numbers $A_k,B_k$ and energy shifts $s_k$.

Suppose the orbitals are stationary. Rotate the orbitals within each shell so as to diagonalize $R_{cc}$, $R_{oo}$ and $R_{vv}$. The densities do not change, hence neither do $F^\alpha$ and $F^\beta$, and the blocks (6) simply transform with the orbitals. Now $C^TRC=\varepsilon$ is diagonal, where $R$ on the left is the matrix in the original basis. Because $C^TSC=1$, the inverse of $C^T$ is $SC$, and multiplication from the left gives

$$RC=SC\varepsilon. \tag{7}$$

Conversely, let orbitals satisfy (7) with the $R$ built from those same orbitals and the same assignment to shells. Then $C^TRC$ is diagonal, its off-diagonal blocks vanish, and the energy is stationary. It need not be a minimum.

This fixes the sense in which the parameters are arbitrary. They do not affect which determinants are stationary, nor the energies of these determinants. They do affect $\varepsilon$, the orbitals chosen inside each shell, and the behaviour of an iteration. If levels of two different shells coincide, a diagonalization may return mixtures across the shells, although a correct set of eigenvectors exists.

## 6. The matrix in a nonorthogonal basis

A program needs $R$ before the new orbitals are known. Let

$$p_c=D_cS,\qquad p_o=D_oS,\qquad p_v=1-p_c-p_o .$$

Since $C_c^TSC$ keeps the closed components and removes the others, $p_cC$ equals $C$ with all columns except the closed ones set to zero. The same holds for $p_o$ and $p_v$ with their shells. Thus $p_o^TF^\beta p_c$, taken between orbitals, is the open-closed block of $F^\beta$ and nothing else. Adding the blocks gives

$$\begin{aligned}R={}&\left[p_o^TF^\beta p_c+p_v^T\tfrac12(F^\alpha+F^\beta)p_c+p_v^TF^\alpha p_o\right]+[\cdots]^T\\&+\sum_{k}p_k^T(A_kF^\alpha+B_kF^\beta+s_kS)p_k .\end{aligned}$$

The shift multiplies $S$ because $C^TSC=1$ turns it into a constant on the diagonal.

## 7. What the orbital energies mean

Their meaning depends on the free blocks. Consider the choice $R_{cc}=F^\beta$, $R_{oo}=F^\alpha$, $R_{vv}=F^\alpha$, called the ionization choice below.

Remove the $\beta$ electron from closed orbital $i$ and keep all orbitals frozen. With $Q$ the density matrix of that orbital, $P^\beta\to P^\beta-Q$. The energy is quadratic in the densities, so its expansion ends at second order:

$$\Delta E=-\mathrm{Tr}\,F^\beta Q+\tfrac12\left(\mathrm{Tr}\,QJ[Q]-\mathrm{Tr}\,QK[Q]\right).$$

Both terms in the bracket equal $(ii|ii)$ and cancel. Hence $\Delta E=-F^\beta_{ii}=-\varepsilon_i$. The same argument gives $-\varepsilon_t$ for removing an open $\alpha$ electron and $+\varepsilon_a$ for adding an $\alpha$ electron to a virtual orbital.

In all three final determinants each $\beta$ electron still has an $\alpha$ partner, so their spin is definite. These relations omit the relaxation of the orbitals. Other choices of the free blocks have the same total energy but do not, in general, have these level meanings.

## 8. How the free blocks act in an iteration

Consider the loop that builds $R$, diagonalizes it, keeps the shell assignment by overlap with the old orbitals, and repeats. Near a solution the off-diagonal blocks are small. Write the new orbital $q$ as the old one plus $\sum_p\kappa_{pq}$ times the others. Row $p$ of the eigenvalue equation is, to first order,

$$R_{pq}+\varepsilon_p\kappa_{pq}=\varepsilon_q\kappa_{pq},\qquad\text{so}\qquad \kappa_{pq}=-\frac{R_{pq}}{\varepsilon_p-\varepsilon_q}. \tag{8}$$

The numerator is the gradient divided by $w_{pq}$. The denominator, $\Delta_{pq}=\varepsilon_p-\varepsilon_q$, contains the free blocks.

Let the orbitals differ from the solution by a small rotation $e$ between shells. The gradient there is $He$ to first order, where $H$ is the matrix of second derivatives at the solution. Inserting $R_{pq}=(He)_{pq}/w_{pq}$ into (8) and adding the step to $e$ gives

$$e'=\left[1-(w\Delta)^{-1}H\right]e. \tag{9}$$

Rotations inside the shells also occur, but do not change the densities. The error dies out if every eigenvalue of the bracket has magnitude below one; the largest magnitude, the spectral radius, sets the asymptotic rate.

When $H$ is positive definite and all $\Delta_{pq}$ are positive, $(w\Delta)^{-1}H$ has the same eigenvalues $\mu$ as the symmetric matrix $(w\Delta)^{-1/2}H(w\Delta)^{-1/2}$. They are real and positive, and local convergence requires $\mu<2$. Raising the open shell by $s>0$ and the virtual shell by $2s$ enlarges all $\Delta_{pq}$. A large enough $s$ brings every $\mu$ below 2; a still larger $s$ pushes them towards zero, and the loop becomes slow. An orientation that can turn freely, as in an atom with one singly occupied p orbital, has $He=0$ and hence $e'=e$. That change costs no energy, and the condition applies to the other directions.

## 9. A six-site chain

The chain has two closed and two open orbitals. In units of the hopping, the site energies rise in steps of $0.2$, and charges on sites $m$ and $n$ repel with $1/(1+|m-n|)$. At the eigenvectors of the core Hamiltonian, one gradient element from each block is

$$g_{31}=-0.249788,\qquad g_{51}=0.129298,\qquad g_{64}=-0.276757 .$$

Division by the weights 2, 4 and 2 gives $R_{31}=-0.1249$, $R_{51}=0.0323$ and $R_{64}=-0.1384$. The numerical check obtains the gradient independently, by differences of a configuration-interaction expectation value. Over all pairs, including those within a shell, the largest deviation is $3.1\times10^{-9}$.

At the stationary energy $2.592136$, four choices of the free blocks were compared from one displaced start. Iterations are counted until no gradient element exceeds $10^{-9}$ in magnitude. "Mean" uses $\frac12(F^\alpha+F^\beta)$ in all three blocks. "Skew" uses $-\frac12F^\alpha+\frac32F^\beta$, the mean, and $\frac32F^\alpha-\frac12F^\beta$ in the closed, open and virtual blocks. "Shifted" is the mean with the open shell raised by 1 and the virtual shell by 2.

| Free blocks | Spectral radius | Iterations |
|---|---:|---:|
| mean | 0.362 | 17 |
| skew | 0.417 | 21 |
| ionization | 0.665 | 46 |
| shifted | 0.671 | 43 |

All four loops reached the same energy. The program also tests (9) against the displacement left by a real diagonalization step. For the mean choice, 17 steps at the asymptotic rate multiply an error by $0.362^{17}\approx3\times10^{-8}$. The shifted choice has a slightly larger radius than the ionization choice but needs fewer steps. The count also depends on how the initial error is divided among the eigenvectors of (9), so radii this close do not fix the order.

## 10. The bromine atom

The nonrelativistic ROHF calculation in the def2-SVP basis has 17 closed orbitals and one open orbital. Its energy is $-2572.0786$ hartree ($E_h$), or $-69989.8$ eV. The basis is small, and the numbers of this section belong to it: in def2-QZVP the energy is $0.364\,E_h$ lower and the tabulated 4p levels drop by $0.003$ to $0.006\,E_h$. The highest closed level and the open level, both 4p, are as follows.

| Free blocks | Closed ($E_h$) | Open ($E_h$) |
|---|---:|---:|
| mean | −0.43850 | −0.27196 |
| ionization | −0.42498 | −0.50821 |
| skew | −0.41146 | −0.27196 |

The total energy is the same to $10^{-12}\,E_h$. The closed levels are spaced by $0.01352\,E_h$. This is half of the exchange integral $K=0.02704\,E_h$ between the closed and the open 4p orbital, as (1) requires when the coefficient of $F^\beta$ grows by $\frac12$ and that of $F^\alpha$ falls by $\frac12$.

For the ionization choice, removing a closed $\beta$ electron costs $0.42498\,E_h$ (11.56 eV) and removing the open $\alpha$ electron costs $0.50821\,E_h$ (13.83 eV). Differences of total energies at frozen orbitals confirm both. (In def2-QZVP the two values are 11.73 and 13.97 eV, and the gap below becomes $-2.24$ eV.) The open level therefore lies below the closed one:

$$\varepsilon_o-\varepsilon_c=-0.50821+0.42498=-0.0832\,E_h=-2.265\ \text{eV}.$$

A short calculation explains the sign. Let $x$ and $y$ be doubly occupied, let $z$ hold one $\alpha$ electron, and give all three the same radial function. Write $J_0=(xx|xx)$, $J_1=(xx|yy)$ and $K=(xy|xy)$, and let $u$ contain $h$ and the field of all other filled subshells, including 4s, taken as spherical. Counting the 4p electrons gives

$$\begin{aligned}F^\beta_{xx}&=u+(2J_0+3J_1)-(J_0+K)=u+J_0+3J_1-K,\\F^\alpha_{zz}&=u+(J_0+4J_1)-(J_0+2K)=u+4J_1-2K.\end{aligned}$$

The integrals are related by symmetry. Turn $x$ and $y$ by $45^\circ$ into $(x+y)/\sqrt2$ and $(x-y)/\sqrt2$. Their product is $(xx-yy)/2$, whose self-repulsion is $\frac14(2J_0-2J_1)$. It must again equal $K$, so $J_0=J_1+2K$. Hence

$$F^\alpha_{zz}-F^\beta_{xx}=J_1-J_0-K=-3K .$$

The computed $K$ gives $-3K=-0.0811\,E_h$, which differs from the actual gap by 2.6% of that gap (3.3% in def2-QZVP, where $K=0.02657\,E_h$). In the idealized shell the relation is exact, so the remainder measures the departure from a common radial function and from spherical filled subshells. In a basis with f functions the 4p orbitals also cease to be pure p.

Now fill the shells by energy, using the ionization choice. The open 4p orbital enters the closed shell, and a formerly closed 4p orbital becomes the open one. For the idealized shell this would be the same state in another orientation. Here the energy rises by $0.00103\,E_h$, about 0.028 eV, because neither idealization holds exactly: in this basis about 70% of the rise comes from the different radial functions of the closed and open 4p orbitals, and nearly all the rest from the other filled subshells not being spherical. The size of the rise depends strongly on the basis: it is $0.0061\,E_h$ in def2-TZVP and $0.0069\,E_h$ in def2-QZVP. In 20 successive refills the largest gradient element never fell below $0.039\,E_h$, so within these steps the loop did not settle.

The stationary determinant still satisfies (7) for this choice; it is the filling rule that leaves it. Following the shells by overlap retains it. The mean choice also has the order closed, open, virtual in this atom, so there filling by energy selects the right shells.

## Table of computed values

```
CHAIN (energies in units of the hopping)
sites 6, closed 2, open 2
site step 0.2, repulsion 1.0/(1+distance)
<S^2> of the determinant = 2.0000 (hbar^2)
gradient at core-Hamiltonian orbitals: formula, CI difference
closed-open (3,1): -0.249788, -0.249788
closed-virtual (5,1): 0.129298, 0.129298
open-virtual (6,4): -0.276757, -0.276757
largest error over all pairs = 3.1e-09
stationary energy = 2.59213630
free blocks: spectral radius, iterations to gradient 1e-9
mean: 0.3619, 17
ionization: 0.6652, 46
skew: 0.4174, 21
shifted: 0.6711, 43
BROMINE ATOM, ROHF/def2-SVP, doublet
basis functions 32, closed 17, open 1
total energy = -2572.078607 Eh = -69989.824 eV
largest gradient element = 3.0e-08 Eh
slope off the solution, from R = 1.71252 Eh/rad
same slope, energy difference = 1.71252 Eh/rad
free blocks: top closed, open, lowest virtual (Eh)
mean: -0.43850, -0.27196, 0.45639
ionization: -0.42498, -0.50821, 0.44576
skew: -0.41146, -0.27196, 0.43502
largest energy change between choices = 9.1e-13 Eh
frozen-orbital energy differences
remove closed beta = 0.42498 Eh = 11.564 eV
remove open alpha = 0.50821 Eh = 13.829 eV
attach virtual alpha = 0.44576 Eh = 12.130 eV
open minus closed level = -0.08324 Eh = -2.265 eV
exchange integral K = 0.02704 Eh
estimate -3K = -0.08111 Eh
energy rise after one aufbau refill = 0.001033 Eh
smallest max-gradient in 20 refills = 0.03944 Eh
```
